# Peak and Width of the Lorentz Oscillator's Infrared Loss

Take the Si–O stretching band of a silicon dioxide film as one damped oscillator with transverse frequency 1070 cm⁻¹ and damping constant 70 cm⁻¹. Its imaginary permittivity peaks at 1069.43 cm⁻¹ and is 69.98 cm⁻¹ wide at half height. Multiplied by the frequency, the same curve peaks at 1070.00 cm⁻¹ and is 70.00 cm⁻¹ wide. The change is small here, but when the damping constant is three times the transverse frequency, the two widths differ by a factor of nearly three, and it is again the product that returns both parameters. Why should one factor of frequency do this?

## The oscillator and its permittivity

Let $P$ be the polarization due to one infrared-active vibration and $E$ the macroscopic electric field. The model is linear, with a constant damping coefficient:

$$\ddot P+\gamma\dot P+\omega_T^2P=\varepsilon_0S\omega_T^2E. \tag{1}$$

The constants $\omega_T$, $\gamma$ and $S$ are positive. Without field and damping, $P$ oscillates at $\omega_T$. The name "transverse" comes from transverse vibrations whose wavelength is short compared with that of light of the same frequency, but long compared with atomic distances: their macroscopic field is negligible. A longitudinal vibration does carry a field, which stiffens it.

The time factor is $e^{-i\omega t}$, so each time derivative becomes a factor $-i\omega$. The first derivative gives $-i\omega$ and the second $(-i\omega)^2=-\omega^2$. Equation (1) becomes

$$(\omega_T^2-\omega^2-i\gamma\omega)P=\varepsilon_0S\omega_T^2E. \tag{2}$$

Electrons respond at much higher frequencies. In the infrared they are represented by a real constant $\varepsilon_\infty$, which includes the vacuum term. Adding $P/(\varepsilon_0E)$ gives the relative permittivity

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{S\omega_T^2}{\omega_T^2-\omega^2-i\gamma\omega}. \tag{3}$$

At $\omega=0$ this is $\varepsilon_\infty+S$, so $S$ is the band's share of the static permittivity, the quantity called $k$ in interlayer dielectrics.

## What the product measures

Let the field be $E_0\cos\omega t$, with $E_0$ real, and write $P/(\varepsilon_0E)=\chi'+i\chi''$. The real part of $\varepsilon_0(\chi'+i\chi'')E_0e^{-i\omega t}$ is

$$P(t)=\varepsilon_0E_0(\chi'\cos\omega t+\chi''\sin\omega t). \tag{4}$$

The field does work on the polarization at the rate $E\dot P$ per unit volume. Differentiating (4) gives $\dot P=\varepsilon_0E_0\omega(-\chi'\sin\omega t+\chi''\cos\omega t)$. Over a period, $\cos\omega t\,\sin\omega t$ averages to zero and $\cos^2\omega t$ to one half. Since $\varepsilon_\infty$ is real, $\chi''=\operatorname{Im}\varepsilon$, and

$$\langle E\dot P\rangle=\tfrac12\varepsilon_0E_0^2\,\omega\operatorname{Im}\varepsilon(\omega). \tag{5}$$

Thus the function

$$L(\omega)=\omega\operatorname{Im}\varepsilon(\omega) \tag{6}$$

is proportional to the mean power absorbed at fixed field amplitude inside the material. As a test of (5), equation (1) was integrated in time with $\gamma=0.4\,\omega_T$ and $S=0.6$, at drive frequencies of 0.7, 1 and 1.5 times $\omega_T$. After the transient had died out, the mean power agreed with (5) to better than one part in a million.

The velocity $v=\dot P$ shows what is special about $\omega_T$. In complex form $P=iv/\omega$, and (1) reads

$$\left[\gamma-i\left(\omega-\frac{\omega_T^2}{\omega}\right)\right]v=\varepsilon_0S\omega_T^2E. \tag{7}$$

The term in $\omega$ is inertia and the term in $\omega_T^2/\omega$ is the restoring force. They oppose each other and cancel at $\omega_T$. There the damping alone limits the velocity, which is in phase with the field. Absorbed power depends on velocity, so it is greatest at this cancellation. The imaginary permittivity is the power divided by a further factor $\omega$, which favours lower frequencies.

## The exact peak

To take the imaginary part of (3), multiply the numerator and denominator of the fraction by the complex conjugate of the denominator:

$$\frac{1}{\omega_T^2-\omega^2-i\gamma\omega}
=\frac{\omega_T^2-\omega^2+i\gamma\omega}{(\omega_T^2-\omega^2)^2+\gamma^2\omega^2}. \tag{8}$$

The imaginary part is positive, as it must be for absorption with this time factor. Multiplication by $S\omega_T^2$ and by $\omega$ gives

$$L(\omega)=\frac{S\omega_T^2\gamma\omega^2}{(\omega_T^2-\omega^2)^2+\gamma^2\omega^2}. \tag{9}$$

Now divide numerator and denominator by $\gamma^2\omega^2$, which is allowed for $\omega>0$. With

$$u=\frac{1}{\gamma}\left(\omega-\frac{\omega_T^2}{\omega}\right),\qquad H=\frac{S\omega_T^2}{\gamma}, \tag{10}$$

the result is

$$L=\frac{H}{1+u^2}. \tag{11}$$

This is a symmetric Lorentzian in $u$, though not in $\omega$. The new variable increases steadily, because

$$\frac{du}{d\omega}=\frac1\gamma\left(1+\frac{\omega_T^2}{\omega^2}\right)>0. \tag{12}$$

It runs from $-\infty$ as $\omega\to0$ to $+\infty$ as $\omega\to\infty$, and takes each real value once. Therefore $L$ has a single maximum, at $u=0$. By (10) this means $\omega^2=\omega_T^2$, so the peak is exactly at $\omega_T$ and its height is $H$. Nothing in the argument requires weak damping. For $\gamma>2\omega_T$ the free polarization decays without oscillating, yet the absorbed power still peaks at $\omega_T$.

In the example $S=0.60$, and frequencies are expressed as wavenumbers. The height is

$$H=\frac{0.60\times1070^2}{70}\ \text{cm}^{-1}=9813\ \text{cm}^{-1}.$$

Changing from angular frequency to wavenumber divides $\omega$, $\omega_T$, $\gamma$ and $L$ by the same constant $2\pi c$, so the statements about peak and width are unaffected. On a wavelength axis the width is a different quantity.

## The exact width

At half height, (11) requires $1+u^2=2$, or $u=\pm1$. Let $\omega_+$ and $\omega_-$ be the corresponding frequencies. Replacing $\omega$ by $\omega_T^2/\omega$ in (10) exchanges the two terms in the bracket and reverses the sign of $u$. The two points are therefore partners:

$$\omega_-=\frac{\omega_T^2}{\omega_+}. \tag{13}$$

The condition $u(\omega_+)=1$ says that $\omega_+-\omega_T^2/\omega_+=\gamma$. With (13), this is already the width:

$$\omega_+-\omega_-=\gamma. \tag{14}$$

For the points themselves, multiply $u=\pm1$ by $\gamma\omega$ to obtain $\omega^2\mp\gamma\omega-\omega_T^2=0$. Each quadratic has one positive root, since the product of its roots is $-\omega_T^2$. The positive roots are

$$\omega_\pm=\sqrt{\omega_T^2+\frac{\gamma^2}{4}}\pm\frac{\gamma}{2}. \tag{15}$$

In the example the square root is 1070.57 cm⁻¹, and the half-height points are 1035.57 and 1105.57 cm⁻¹. They lie 34.43 cm⁻¹ below and 35.57 cm⁻¹ above the peak. The curve is thus slightly asymmetric, although its full width is exactly $\gamma$. The midpoint of the two points overestimates $\omega_T$ by 0.57 cm⁻¹; by (13), their geometric mean gives $\omega_T$ without error.

The same argument applies at any fraction $f$ of the peak height, with $0<f<1$. Then $u=\pm q$, where $q=\sqrt{1/f-1}$. The two points are again partners under $\omega\to\omega_T^2/\omega$, so

$$\Delta\omega_f=\gamma\sqrt{\frac1f-1}. \tag{16}$$

At one tenth of the height, $q=\sqrt9=3$, and the width is $3\gamma$, or 210 cm⁻¹ in the example. The ratio of tenth-height to half-height width is 3 whatever the damping. If the ratio found for $L$ itself is clearly different from 3, the band is not a single oscillator of this kind; a ratio of 3 does not by itself prove that it is. In a measured absorbance, film thickness and instrument resolution can also change the ratio.

## Area and static permittivity

The area under $L$ follows from the same variable. Solving (10) for the positive frequency gives

$$\omega=\frac{\gamma u}{2}+\sqrt{\omega_T^2+\frac{\gamma^2u^2}{4}},\qquad
\frac{d\omega}{du}=\frac\gamma2+\frac{\gamma^2u}{4\sqrt{\omega_T^2+\gamma^2u^2/4}}. \tag{17}$$

The second term of the derivative is odd in $u$ and bounded. Multiplied by the even function $1/(1+u^2)$, it integrates to zero. The first term gives

$$\int_0^\infty L\,d\omega=\frac{\gamma H}{2}\int_{-\infty}^{\infty}\frac{du}{1+u^2}
=\frac\pi2\gamma H=\frac\pi2S\omega_T^2. \tag{18}$$

At fixed $S$ and $\omega_T$, stronger damping lowers and broadens the band but leaves its area unchanged. The last equality also gives the strength from three readings of the curve:

$$S=\frac{H\gamma}{\omega_T^2}=\frac{9813.4\times70.00}{1070.00^2}=0.600. \tag{19}$$

This agrees with the Kramers–Kronig relation at zero frequency, which gives the static contribution as $(2/\pi)\int_0^\infty(\operatorname{Im}\varepsilon/\omega)\,d\omega$. The integrand is $L/\omega^2$. Put $y=\omega_T^2/\omega$, so that $d\omega/\omega^2=-dy/\omega_T^2$. The minus sign is removed by reversing the limits, and $L$ has the same value at $y$ as at $\omega$. Hence

$$\frac2\pi\int_0^\infty\frac{\operatorname{Im}\varepsilon}{\omega}\,d\omega
=\frac{2}{\pi\omega_T^2}\int_0^\infty L(y)\,dy=S, \tag{20}$$

where the last step uses (18).

## The imaginary permittivity alone

Without the factor $\omega$, the curve is $\operatorname{Im}\varepsilon=S\omega_T^2\gamma\,\omega/D$, with $D=(\omega_T^2-\omega^2)^2+\gamma^2\omega^2$. Its derivative vanishes when $D-\omega\,dD/d\omega=0$. Since $dD/d\omega=-4\omega(\omega_T^2-\omega^2)+2\gamma^2\omega$, writing $x=\omega^2$ gives

$$(\omega_T^2-x)^2+\gamma^2x+4x(\omega_T^2-x)-2\gamma^2x=0.$$

Expanding, collecting powers of $x$ and changing the overall sign, we find

$$3x^2-(2\omega_T^2-\gamma^2)x-\omega_T^4=0. \tag{21}$$

The product of the roots is negative, so one root is positive:

$$\omega_{\rm im}^2=\frac{2\omega_T^2-\gamma^2+\sqrt{(2\omega_T^2-\gamma^2)^2+12\omega_T^4}}{6}. \tag{22}$$

For weak damping put $x=\omega_T^2+\delta$ in (21). The terms in $\omega_T^4$ cancel. To leading order what remains is $4\omega_T^2\delta+\gamma^2\omega_T^2=0$, so $\delta=-\gamma^2/4$. Because $\omega\approx\omega_T+\delta/(2\omega_T)$,

$$\omega_{\rm im}\approx\omega_T-\frac{\gamma^2}{8\omega_T}. \tag{23}$$

In the example the shift is $-70^2/(8\times1070)=-0.572$ cm⁻¹, which accounts for the peak at 1069.43 cm⁻¹ in the opening comparison. It is quadratic in the damping, which is why it is so small for a narrow band.

The opposite limit, $\gamma\gg\omega_T$, is quite different. At frequencies far below $\gamma$, the term $\omega^2$ in the denominator of (3) is small beside $\gamma\omega$ and can be dropped. With $\tau=\gamma/\omega_T^2$,

$$\operatorname{Im}\varepsilon\approx\frac{S\omega\tau}{1+\omega^2\tau^2}. \tag{24}$$

This is Debye relaxation. It peaks at $\omega\tau=1$ with height $S/2$. Half height requires $(\omega\tau)^2-4\omega\tau+1=0$, so $\omega\tau=2\pm\sqrt3$. The peak is then at $\omega_T^2/\gamma$ and the width is $2\sqrt3\,\omega_T^2/\gamma$: both fall as the damping rises. By contrast, the width of $L$ continues to grow as $\gamma$.

At $\gamma=3\omega_T$ the full expression for $\operatorname{Im}\varepsilon$ has its peak at $0.37\,\omega_T$ and a width of $1.07\,\omega_T$. The Debye limit gives 0.33 and 1.15, so it is already a fair guide. For $L$, the peak is at $\omega_T$ and the width is $3\omega_T$. Reading the width of $\operatorname{Im}\varepsilon$ as the damping constant would here give about a third of the true value.

## What a thin film shows

An infrared spectrometer measures transmission, not $L$. The two are simply related for a very thin film at normal incidence on a transparent substrate of real index $n_s$. Let $K=\omega/c$ and let $B$ be $c$ times the magnetic flux density. Maxwell's equations for a wave along $z$ are

$$\frac{dE}{dz}=iKB,\qquad \frac{dB}{dz}=iK\varepsilon E. \tag{25}$$

Take an incident amplitude of 1, a reflected amplitude $r$ and an amplitude $t$ just inside the substrate, at $z=d$. There $E=t$ and $B=n_st$. To first order in $d$, stepping back through the film gives

$$1+r=t-iKd\,n_st,\qquad 1-r=n_st-iKd\,\varepsilon t. \tag{26}$$

Adding the two equations eliminates $r$:

$$t=\frac{2}{1+n_s-iKd(n_s+\varepsilon)}. \tag{27}$$

The real part of the denominator is $1+n_s+Kd\operatorname{Im}\varepsilon$. Its imaginary part is of first order in $d$ and enters the squared modulus only in second order. Relative to the bare substrate, the transmission is therefore $1-2Kd\operatorname{Im}\varepsilon/(1+n_s)$. The absorbance, minus the decimal logarithm of this ratio, is

$$A\approx\frac{2Kd\operatorname{Im}\varepsilon}{(1+n_s)\ln10}
=\frac{2d}{c(1+n_s)\ln10}\,L(\omega). \tag{28}$$

In this limit the absorbance has the shape of $L$, with its peak at $\omega_T$ and width $\gamma$.

For a 100 nm film on silicon, with $n_s=3.42$, $Kd=2\pi\times1070\times10^{-5}=0.0672$ at the peak. There $\operatorname{Im}\varepsilon=H/\omega_T=9.17$, and (28) gives $A=0.121$. The full interference formula for the same film gives a peak absorbance of 0.113, so (28) is 7% too high relative to it. The apparent peak is at 1071.3 cm⁻¹ and the apparent width is 74.4 cm⁻¹, 6% above $\gamma$. With all else fixed, the width is 70.5 cm⁻¹ at 10 nm and 70.05 cm⁻¹ at 1 nm. The exact result belongs to $L$; the absorbance acquires it as the film becomes thin. These figures treat the substrate as infinitely thick and omit reflections from its back face. For a silicon wafer polished on both sides, with incoherent reflections from the bare back face, the absorbance of a very thin film keeps the shape of $L$ but is about 28% larger than (28); the 100 nm film then has a peak absorbance of 0.137 and a width of 75.5 cm⁻¹.

## The model beside real silicon dioxide

The parameters used here, including $\varepsilon_\infty=2.10$, are rough typical values for silicon dioxide. Other silica bands, also with rough parameters, have strengths of 0.90 near 450 cm⁻¹, 0.07 near 800 cm⁻¹ and 0.05 near 1200 cm⁻¹, with assumed damping constants of 50, 70 and 100 cm⁻¹. The static sum is $2.10+0.60+0.90+0.07+0.05=3.72$, reasonably close to the familiar rough value of 3.9. Adding the other bands moves the main peak of $L$ to 1070.07 cm⁻¹ and its width to 71.1 cm⁻¹. The assumption of a single $\omega_T$ also fails: the film is a glass, and its local bonding geometry varies. An assumed Gaussian spread of $\omega_T$ with a standard deviation of 20 cm⁻¹, at fixed $\gamma$ and fixed $S\omega_T^2$, raises the width to 94.7 cm⁻¹, 35% above $\gamma$. A fitted width for a real film may therefore contain disorder as well as damping. This applies to the value of 70 cm⁻¹ used here, which is an effective width and not a measured damping: a damping constant of 10 cm⁻¹ with a spread of 27 cm⁻¹ gives the same width at half height. Porous low-$k$ films add effects of pore structure that are not estimated here.

If the band is free from overlap and the film is thin enough for (28), the width ratio of (16) can reveal this disorder. In silica the neighbouring bands must first be subtracted: by (10), the one near 1200 cm⁻¹ has a height of $0.05\times1200^2/100=720$ cm⁻¹ in $L$, comparable with one tenth of the main peak, and it lies close to the upper tenth-height point. With the neighbouring bands left in, the ratio is 3.77 for the single oscillator and about 3.1 for the disordered band, so overlap can hide the disorder. The following figures are for the main band alone. A pure Gaussian falls to a fraction $f$ at a distance proportional to $\sqrt{\ln(1/f)}$, so its ratio of tenth-height to half-height width is $\sqrt{\ln10/\ln2}=1.82$. The disordered band has a ratio of 2.58, between this value and 3. Applying (19) to it gives an apparent $S$ of 0.66, about 10% above the value of 0.60 put in, because the relation between height, width and area assumes the shape (11). An instrument resolution of 4 cm⁻¹, taken as Gaussian, matters much less: it raises the width of the single-oscillator band to 70.25 cm⁻¹.

Constant damping is also essential. Suppose that $\gamma$ in (9) is replaced by a real function $\gamma(\omega)$. At $\omega_T$ the variable $u$ still vanishes, but the height factor $S\omega_T^2/\gamma(\omega)$ now has a slope there, and the maximum moves whenever $d\gamma/d\omega$ is not zero at that point; a zero slope makes $\omega_T$ a stationary point of $L$, though not necessarily its maximum. A damping force with memory generally adds a reactive part as well, which shifts the cancellation in (7). In either case the peak and width of $L$ remain useful descriptions of the band, but they need no longer equal the parameters of the equation of motion. The numerical output below gives the values for the other damping ratios.

## Numbers as computed

```
Damping table, wT = 1, all in units of wT
g | peak, FWHM of w*Im eps | peak, FWHM of Im eps
0.05 | 1.0000 0.0500 | 0.9997 0.0500
0.50 | 1.0000 0.5000 | 0.9688 0.4912
1.00 | 1.0000 1.0000 | 0.8761 0.9085
3.00 | 1.0000 3.0000 | 0.3675 1.0737
Example inputs (rough values, silicon dioxide film)
wT = 1070 1/cm = 132.7 meV
g = 70 1/cm = 8.68 meV
S = 0.60, eps_inf = 2.10 (no unit)
film thickness = 100 nm, substrate index = 3.42
Found numerically from w*Im eps
peak position = 1070.00 1/cm
peak height = 9813.4 1/cm
lower half-height point = 1035.57 1/cm
upper half-height point = 1105.57 1/cm
full width at half maximum = 70.00 1/cm
midpoint of half-height points = 1070.57 1/cm
full width at one tenth = 210.00 1/cm
S from height*width/peak^2 = 0.6000 (no unit)
Found numerically from Im eps alone
peak position = 1069.43 1/cm, height = 9.174
peak shift = -0.572 1/cm
weak-damping shift formula = -0.572 1/cm
full width at half maximum = 69.98 1/cm
Neglected effects: apparent peak and FWHM in 1/cm
other band: wT 450, g 50 1/cm, S 0.90
other band: wT 800, g 70 1/cm, S 0.07
other band: wT 1200, g 100 1/cm, S 0.05
with other bands: 1070.07, 71.07
wT spread, std dev 20 1/cm: 1070.33, 94.69
  its tenth/half width ratio = 2.584
  its apparent S = 0.659 (no unit)
resolution 4 1/cm: 1070.00, 70.25
Absorbance of the film: peak and FWHM in 1/cm
thickness 1 nm: 1070.01, 70.05
thickness 10 nm: 1070.11, 70.45
thickness 100 nm: 1071.28, 74.42
peak absorbance, 100 nm, full formula = 0.1130
thin-film formula at wT, 100 nm = 0.1212
```
